# Finite-Displacement Phonons: Sum Rule, Force Noise and the Best Step

Displace each coordinate of one primitive cell by \(+h\) and \(-h\), divide the difference of the forces by \(-2h\), fill the supercell matrix by lattice translations, symmetrize it to \(S\), and remove uniform translations from both sides:

\[
\tilde\Phi=PSP .
\]

This is the symmetric matrix nearest to the raw data that obeys the acoustic sum rule. Two of its errors depend on the step \(h\). Anharmonicity gives a bias proportional to \(h^2\), and random force errors of standard deviation \(\sigma\) give an error of \(\omega^2\) proportional to \(\sigma/h\). A smaller displacement therefore improves the phonons only down to a certain step, below which it makes them worse.

The algebra uses atomic units, so a phonon energy equals its \(\omega\). Numbers are in eV and angstrom, with masses in u.

## The one-sided difference and its bias

Let a periodic supercell hold \(N_c\) primitive cells at a stationary point of the energy \(U\). A coordinate is labelled \(a=(l,i)\), where \(l\) is the cell and \(i\) stands for an atom and a Cartesian component. The force constants are \(\Phi_{ab}=\partial^2U/\partial u_a\partial u_b\). Since \(F_a=-\partial U/\partial u_a\), moving coordinate \(b\) alone by \(h\) gives

\[
F_a(h)=F_a(0)-h\Phi_{ab}-\frac{h^2}{2}\Phi^{(3)}_{abb}-\frac{h^3}{6}\Phi^{(4)}_{abbb}-\dots
\]

The naive estimate \(-[F_a(h)-F_a(0)]/h\) has the leading error \(h\Phi^{(3)}_{abb}/2\). Changing the sign of \(h\) reverses the odd terms and keeps the even ones, so the difference of two opposite displacements removes the cubic anharmonicity:

\[
C_{ab}=-\frac{F_a(h)-F_a(-h)}{2h}=\Phi_{ab}+\frac{h^2}{6}\Phi^{(4)}_{abbb}+O(h^4).
\]

A chain with two atoms A and B per cell, moving along its axis, shows the size of the effect. Define the stretches \(x_l=B_l-A_l\), \(y_l=A_{l+1}-B_l\) and \(z_l=A_{l+1}-A_l\), and take

\[
\begin{aligned}
U=\sum_l\Big[&\frac{K_1x_l^2}{2}+\frac{C_1x_l^3}{6}+\frac{Q_1x_l^4}{24}
+\frac{K_2y_l^2}{2}+\frac{C_2y_l^3}{6}+\frac{Q_2y_l^4}{24}\\
&+\frac{K_Az_l^2}{2}+\frac{G}{4}x_l^2y_{l-1}^2\Big].
\end{aligned}
\]

The last term is a three-body coupling centred on A. The parameters are round model values: \(K_1,K_2,K_A=12,8,2\) eV/Å\(^2\); \(C_1,C_2=-60,-40\) eV/Å\(^3\); \(Q_1,Q_2,G=300,200,100\) eV/Å\(^4\); \(m_A=100\) u and \(m_B=20\) u.

Moving \(A_0\) by \(h\) sets \(x_0=-h\) and \(y_{-1}=h\). The force on it is

\[
\begin{aligned}
F_{A_0}=&-(K_1+K_2+2K_A)h+\frac{C_1-C_2}{2}h^2\\
&-\Big(\frac{Q_1+Q_2}{6}+G\Big)h^3 .
\end{aligned}
\]

The true self term is \(12+8+4=24\) eV/Å\(^2\). At \(h=0.01\) Å the one-sided error is \((C_2-C_1)h/2+[(Q_1+Q_2)/6+G]h^2=0.100+0.018=0.118\) eV/Å\(^2\). The central difference keeps the second part, 0.018 eV/Å\(^2\).

## What a small step does to noise

The bias alone would favour \(h\to0\). But computed forces carry errors, for instance from incomplete self-consistency. Suppose that every force component in every displaced calculation has an independent error of zero mean and variance \(\sigma^2\). The two errors in a central difference add in variance:

\[
s^2=\frac{\sigma^2+\sigma^2}{(2h)^2}=\frac{\sigma^2}{2h^2}.
\]

The signal in the force shrinks with \(h\) while its error does not. With \(\sigma=0.001\) eV/Å and \(h=0.01\) Å, one element has the noise \(s=0.071\) eV/Å\(^2\).

The assumption of independence matters. An error that is the same at \(+h\) and \(-h\) cancels. An error that varies smoothly, as \(f_0+f_1u\), adds \(-f_1\) to the force constant at every \(h\); it is a bias that no choice of step removes.

## Symmetrization is not enough

Only the columns of the home cell are computed. Lattice translations supply the others, \(A_{(l,i),(l',j)}=C_{l-l',ij}\), where the cell difference is taken modulo the supercell. Second derivatives commute, so \(\Phi\) is symmetric, but \(A\) need not be. The average

\[
S=\frac{A+A^T}{2}
\]

restores this property. Translational invariance demands more: a uniform shift of all atoms must produce no force. Each row must therefore sum to zero over all atoms, separately for each Cartesian direction of the shift.

Noise breaks this rule, and so can anharmonicity at a finite step, without any noise. For exact forces the total force vanishes at any displacement, so the columns of \(A\) sum to zero. Its rows sum to \((h^2/6)\sum_b\Phi^{(4)}_{abbb}\) at leading order, which need not vanish because each term has a different coordinate repeated three times. The rows of \(A^T\) sum to zero, so symmetrization halves the defect in the rows, but it also carries it into the columns. Removing the net force from each calculation does not cure it, since that again fixes only the columns.

The chain makes this explicit. Sum the columns over cells to obtain the block at wavevector zero. Moving A gives the self term

\[
a=K_1+K_2+\Big(\frac{Q_1+Q_2}{6}+G\Big)h^2 ,
\]

where \(K_A\) has cancelled between equal atoms. Moving B stretches only one of the two bonds in any three-body term, so that term gives no force, and

\[
b=K_1+K_2+\frac{Q_1+Q_2}{6}h^2 .
\]

Zero total force fixes the remaining elements. Before and after symmetrization the block is

\[
\begin{pmatrix}a&-b\\-a&b\end{pmatrix}
\quad\longrightarrow\quad
\begin{pmatrix}a&-(a+b)/2\\-(a+b)/2&b\end{pmatrix}.
\]

The row of A now sums to \((a-b)/2=Gh^2/2\), which is 0.125 eV/Å\(^2\) at \(h=0.05\) Å. The determinant is \(ab-(a+b)^2/4=-(a-b)^2/4\), which is negative. Dividing it by \(m_Am_B\) gives the product of the two values of \(\omega^2\), hence

\[
\omega_{\rm ac}^2\simeq-\frac{(Gh^2)^2}{4m_Am_B\,\omega_{\rm opt}^2}.
\]

Noise-free forces thus yield an imaginary acoustic frequency at \(\Gamma\), of magnitude 0.00016 eV for this step. It is produced by the processing of the data and says nothing about the stability of the chain.

## The smallest correction that restores the rule

Let \(N\) be the number of atoms in the supercell. Collect the normalized uniform translations as the columns of \(T\), with \(T_{(l\kappa\alpha),\beta}=\delta_{\alpha\beta}/\sqrt N\) for atom \(\kappa\) and component \(\alpha\). Then \(T^TT=1\), and \(P=1-TT^T\) is an orthogonal projector. An admissible matrix \(X\) satisfies \(X=X^T\) and \(XT=0\), which together give \(X=PXP\).

Measure distance by the sum of squared elements, whose inner product is \(\langle Y,Z\rangle={\rm tr}(Y^TZ)\). The antisymmetric part of \(A\) is orthogonal to every symmetric matrix, so it adds a constant to the distance and can be dropped. Split the rest as \(S=PSP+R\). Because \(P^2=P\), we have \(PRP=PSP-PSP=0\). The difference \(Y=PSP-X\) also satisfies \(Y=PYP\), so

\[
\langle R,Y\rangle={\rm tr}(R^TPYP)={\rm tr}\big((PRP)^TY\big)=0 .
\]

The cross term vanishes, and

\[
\|S-X\|^2=\|R\|^2+\|PSP-X\|^2 .
\]

The minimum is at \(X=PSP\). A constrained least-squares solution for three atoms in three dimensions agrees with this result. Since \(P\) commutes with lattice translations, the corrected matrix keeps the periodicity of the crystal.

The phonons follow from

\[
D_{ij}(q)=\frac{1}{\sqrt{m_im_j}}\sum_l\tilde\Phi_{(l,i),(0,j)}e^{-iq\cdot R_l},
\qquad D(q)e=\omega^2e .
\]

A wave with a nonzero wavevector that fits the supercell has \(\sum_le^{iq\cdot R_l}=0\). It is orthogonal to \(T\), so \(P\) leaves it unchanged. Projection therefore alters the block at \(\Gamma\) and no other commensurate block. It makes the acoustic frequencies at \(\Gamma\) zero and leaves the acoustic branch at the other commensurate wavevectors as noisy as before. Between commensurate points \(D(q)\) is an interpolation, with each \(R_l\) taken as the nearest periodic image, and it draws on the block at \(\Gamma\) too. There projection does matter: as \(q\to0\) the acoustic \(\omega^2\) goes to zero instead of tending to the spurious value at \(\Gamma\), although the slope of the branch still carries noise.

## How noise enters a phonon

Take a nondegenerate mode with normalized eigenvector \(e\), and set \(w_i=e_i/\sqrt{m_i}\). First-order perturbation theory gives \(\delta\omega^2=e^\dagger\,\delta D\,e\). Let \(\eta_{lij}\) be the noise in \(C_{lij}\), and \(\eta(q)\) its Fourier sum. Transposing the supercell matrix exchanges \(i\) with \(j\) and reverses \(l\), so the symmetrized block is \([\eta(q)+\eta(q)^\dagger]/2\). Its expectation value is a real part:

\[
\delta\omega^2=\sum_{lij}\eta_{lij}\,{\rm Re}\big[w_i^*w_je^{-iq\cdot R_l}\big].
\]

The \(\eta_{lij}\) are independent, so their coefficients are squared and summed. Each square is \(|w_i|^2|w_j|^2\) times a squared cosine. Over the cells the squared cosine sums to \(N_c/2\), unless \(2q\) is a reciprocal-lattice vector. In that case \(D(q)\) is real, \(w\) can be chosen real, the phases are \(\pm1\), and the sum is \(N_c\). With \(W=\sum_i|w_i|^2\),

\[
{\rm Var}(\omega^2)=\frac{\sigma^2}{2h^2}N_c\gamma_qW^2,
\qquad
\gamma_q=\begin{cases}1,&2q\text{ a reciprocal-lattice vector}\\[2pt]\tfrac12,&\text{otherwise.}\end{cases}
\]

This holds at commensurate \(q\neq0\), and at \(\Gamma\) before projection. After projection, \(w\) at \(\Gamma\) is replaced by \(w\) minus its mean over atoms.

The standard deviation grows as \(\sqrt{N_c}\) at fixed \(\sigma\), because every added cell contributes noisy elements even where the true force constants are negligible. Going from 4 to 16 cells should double it; the repeated runs give a ratio of 1.99.

For the optical mode at \(\Gamma\), let \(M=m_A+m_B\) and \(\mu=m_Am_B/M=16.67\) u. The centre of mass is at rest, so

\[
w_A=\sqrt{\frac{m_B}{m_AM}},\qquad w_B=-\sqrt{\frac{m_A}{m_BM}},\qquad w_A-w_B=\frac{1}{\sqrt\mu}.
\]

Subtracting the mean leaves \(\pm1/(2\sqrt\mu)\), whose squares sum to \(1/(2\mu)\). The noise of \(\omega^2\) is therefore

\[
\frac{s\sqrt{N_c}}{2\mu}=\frac{\sigma\sqrt{N_c}}{\sqrt8\,h\mu}.
\]

For eight cells and \(h=0.01\) Å this is 0.0060 eV/(Å\(^2\) u), against 0.0087 without projection. With unequal masses, the rule also removes part of the optical noise.

The unprojected acoustic mode has \(w=1/\sqrt M\) on both atoms, and the noise of its \(\omega^2\) is \(2s\sqrt{N_c}/M\). The true value is zero, so the noise is the whole result, and \(|\omega|\) scales as \((\sigma/h)^{1/2}\). Its median over 4000 runs is 0.0022 eV at \(h=0.02\) Å and 0.0043 eV at 0.005 Å, close to the expected factor of two. About half the runs are imaginary. At \(h=0.1\) Å the fraction rises to 0.62, because the negative offset from symmetrization, about \(-1.0\times10^{-4}\) eV/(Å\(^2\) u), is then no longer small beside the noise of \(3.3\times10^{-4}\).

## Why not reset the self terms?

A simpler repair replaces each self term by minus the sum of the other elements in its row. It also makes the acoustic frequency at \(\Gamma\) vanish, but it moves the accumulated noise of the whole row into one element, which enters every \(q\).

With three components per atom, the repaired self block is in general no longer symmetric, and symmetrizing it again breaks the sum rule. The cost in noise already shows in the simplest case. Take one component per atom and \(n\) atoms per cell. The repair subtracts the row sum \(r_i=\tfrac12\sum_j[\eta_{ij}(0)+\eta_{ji}(0)]\) from self term \(i\), and so changes \(\omega^2\) by

\[
-\sum_i|w_i|^2r_i=-\sum_{ij}\frac{|w_i|^2+|w_j|^2}{2}\,\eta_{ij}(0).
\]

Here \(\eta_{ij}(0)\) is a sum over cells with variance \(s^2N_c\). At commensurate \(q\neq0\) it is uncorrelated with the noise already present, because the cosine in that noise sums to zero over the cells. The variances add, and the extra one is

\[
\frac{s^2N_c}{4}\sum_{ij}\big(|w_i|^2+|w_j|^2\big)^2=\frac{s^2N_c}{2}\Big(n\sum_i|w_i|^4+W^2\Big).
\]

Cauchy's inequality gives \(n\sum_i|w_i|^4\ge W^2\), so at least \(s^2N_cW^2\) is added. Where \(\gamma_q=1/2\) the original variance was half of that, and the total is at least three times as large. Where \(\gamma_q=1\) it is at least doubled.

At \(q=\pi/4\) per cell and \(h=0.01\) Å, the predicted noise of the upper branch rises from 0.0062 to 0.0122 eV/(Å\(^2\) u), and that of the lower branch from 0.0023 to 0.0040. This comparison assumes white noise and no cutoff on the range of the force constants.

Projection does not make long acoustic waves accurate. The lower mode at \(q=\pi/4\) has an energy of 0.0119 eV. Since \(\omega_{\rm opt}^2=20/16.67=1.20\) eV/(Å\(^2\) u) corresponds to 0.0708 eV, its \(\omega^2\) is \(1.20(0.0119/0.0708)^2=0.034\) in the same unit. The noise of 0.0023 is 7% of this, which is an error of about 3.4% in the energy. In a longer chain the smallest nonzero \(q\) has \(\omega^2\propto N_c^{-2}\) while the noise grows as \(N_c^{1/2}\), so the relative error of \(\omega^2\) grows as \(N_c^{5/2}\) at fixed \(\sigma\) and \(h\).

## Choosing the displacement

Projecting the noise-free block of the chain onto \((1,-1)/\sqrt2\) gives the stiffness \(a+b\). The projected block is \((a+b)/2\) times the matrix with 1 on the diagonal and \(-1\) off it. Mass weighting then gives

\[
\omega_{\rm opt}^2(h)=\frac{a+b}{2}\Big(\frac1{m_A}+\frac1{m_B}\Big)=\frac{K_1+K_2+\beta h^2}{\mu},
\qquad
\beta=\frac{Q_1+Q_2}{6}+\frac G2 .
\]

Here \(\beta=83.3+50=133.3\) eV/Å\(^4\). The noise has zero mean and enters this projected \(\omega^2\) linearly, so the squared bias and the variance add:

\[
\mu^2\,\big\langle(\delta\omega^2)^2\big\rangle=\beta^2h^4+\frac{\sigma^2N_c}{8h^2}.
\]

Setting the derivative \(4\beta^2h^3-\sigma^2N_c/(4h^3)\) to zero gives

\[
h_{\rm best}=\left(\frac{\sigma\sqrt{N_c}}{4|\beta|}\right)^{1/3}.
\]

At this step the variance is twice the squared bias, so the noise is \(\sqrt2\) times the bias. For the chain,

\[
h_{\rm best}=\left(\frac{0.001\times2.828}{4\times133.3}\right)^{1/3}\text{Å}=0.0174\ \text{Å}.
\]

The exact optical energy is 0.0708 eV, or 17.1 THz. Its errors, in units of \(10^{-4}\) eV, are:

| \(h\) (Å) | bias | noise, law | total, runs |
|---|---:|---:|---:|
| 0.002 | 0.01 | 8.9 | 8.7 |
| 0.01 | 0.24 | 1.8 | 1.8 |
| 0.02 | 0.94 | 0.89 | 1.3 |
| 0.05 | 5.9 | 0.35 | 5.9 |

Well below the best step the total follows \(1/h\), and well above it \(h^2\). At \(h_{\rm best}\) the total is \(1.2\times10^{-4}\) eV, or 0.17% of the phonon energy. It rises to 1.7 and \(1.9\times10^{-4}\) eV at 0.6 and 1.6 times that step. Because \(h_{\rm best}\) varies only as \(|\beta|^{-1/3}\), an estimate of \(\beta\) that is wrong by a factor of two shifts the step by about a quarter and raises the error by no more than about 12%.

Better forces allow a smaller step, but with diminishing return: \(h_{\rm best}\propto\sigma^{1/3}\), and the least error scales as \(h_{\rm best}^2\propto\sigma^{2/3}\). Reducing \(\sigma\) eightfold halves the best step and reduces the error fourfold. If \(\beta\) vanishes, the formula sends \(h_{\rm best}\) to infinity; in a real crystal a higher term of the expansion then sets the limit, while this chain, whose energy ends at fourth order, has no such term for the optical mode at \(\Gamma\).

The best step belongs to a mode, since both \(\beta\) and the noise factor depend on the eigenvector. Soft modes need the most care. From \(\delta\omega\simeq\delta(\omega^2)/(2\omega)\), a given error of \(\omega^2\) weighs more as \(\omega\) falls, and this linear relation fails once the error is comparable with \(\omega^2\). Near a structural instability, where the sign of a small \(\omega^2\) can decide whether a structure is a minimum, that sign is reliable only if \(|\omega^2|\) is well above the noise and the bias taken together. Repeating the calculation at several steps helps to separate them: a shift proportional to \(h^2\) points to anharmonicity, and scatter that grows as \(1/h\) points to the forces.

Two further conditions lie outside this construction. The projection enforces translational invariance but not rotational invariance. In a polar insulator, the long-range dipole interaction near \(\Gamma\) needs a separate treatment, which the sum rule does not supply.

## Numbers as computed

```
K1, K2, KA (eV/A^2): 12.0 8.0 2.0
C1, C2 (eV/A^3): -60.0 -40.0
Q1, Q2, G3 (eV/A^4): 300.0 200.0 100.0
masses A, B (u): 100.0 20.0
reduced mass (u): 16.6667
force noise sigma (eV/A): 0.001
cells, noisy runs per step: 8 4000
exact optical energy at Gamma (eV): 0.070825
same as frequency (THz): 17.125
exact q=pi/4 lower, upper (eV): 0.011890 0.070170
exact q=pi lower, upper (eV): 0.033536 0.065007
A self term, exact (eV/A^2): 24.000
forward error at h=0.01 A (eV/A^2): 0.11833
central error at h=0.01 A (eV/A^2): 0.01833
noise-free row sum A, h=0.05 A (eV/A^2): 0.12500
its imaginary acoustic energy (eV): 0.000164
Gamma, energies in eV; acoustic column is before projection
h(A) bias noise_law noise_runs total_rms |acoustic| imag_frac
0.002 9.44e-07 8.85e-04 8.67e-04 8.67e-04 6.99e-03 0.498
0.005 5.90e-06 3.54e-04 3.50e-04 3.50e-04 4.28e-03 0.498
0.010 2.36e-05 1.77e-04 1.75e-04 1.77e-04 3.05e-03 0.494
0.020 9.44e-05 8.85e-05 8.68e-05 1.28e-04 2.21e-03 0.508
0.050 5.88e-04 3.54e-05 3.47e-05 5.89e-04 1.36e-03 0.497
0.100 2.32e-03 1.77e-05 1.73e-05 2.32e-03 1.01e-03 0.615
element noise at h=0.01 A (eV/A^2): 0.07071
h=0.01 A: std of omega^2 in eV/(A^2 u), runs then law
Gamma optical unprojected: 0.00865 0.00867
Gamma optical projected: 0.00586 0.00600
q=pi/4 lower projection: 0.00235 0.00229
q=pi/4 lower self-term: 0.00398 0.00397
q=pi/4 upper projection: 0.00618 0.00619
q=pi/4 upper self-term: 0.01217 0.01217
q=pi lower projection: 0.00215 0.00212
q=pi lower self-term: 0.00322 0.00326
q=pi upper projection: 0.00988 0.00988
q=pi upper self-term: 0.01568 0.01561
noise ratio, 16 cells to 4 cells: 1.994
h/h_best=0.6: rms energy error (eV) 1.724e-04
h/h_best=1.0: rms energy error (eV) 1.233e-04
h/h_best=1.6: rms energy error (eV) 1.946e-04
beta (eV/A^4): 133.333
best displacement h_best (A): 0.01744
noise/bias at h_best: 1.4142
```
